# Landauer's bound for resetting a memory bit with unequal initial probabilities

## Form of the answer

A lower bound on reset heat that holds for every device cannot contain a barrier height, a hopping rate or a cell size. For a memory with two equivalent states and a bath at temperature $T$, the one energy left is $kT$. The bound must therefore read

$$Q_{\min}=kT\,f(p_1,\varepsilon),$$

where $p_1$ is the initial probability of state 1 and $\varepsilon$ is the probability that the bit is still in state 1 after a reset to 0.

Symmetry restricts $f$ further. Exchanging the two states before the reset acts on the memory alone and gives the bath no heat. It turns $p_1$ into $1-p_1$, so $f(p_1,\varepsilon)=f(1-p_1,\varepsilon)$. If $f$ is smooth, its slope vanishes at $p_1=1/2$, and a small bias changes the bound at second order. The function itself, including its value $\ln 2$ for an unbiased bit and perfect reset, needs entropy.

## Conventions and assumptions

Algebra is in atomic units with $k$ kept explicit, and $\beta=1/kT$. Entropies $S$ are divided by $k$ and use natural logarithms. Heat $Q$ is the mean energy gained by the bath, so positive $Q$ is released heat. The assumptions are:

1. The memory $M$ is initially uncorrelated with the bath $B$, which is in its Gibbs state $\gamma=e^{-\beta H_B}/Z$.
2. External control may vary the memory Hamiltonian and the coupling, but $M$ and $B$ together evolve unitarily. The coupling is off at the start and end, and $H_B$ is the same at both times.
3. The memory Hamiltonian returns to its initial form, with states 0 and 1 at equal mean energy.
4. Before and after the reset, the memory is a mixture of states 0 and 1 with no coherence between them. The two states have disjoint support. Their internal entropies $s_0,s_1$ are the same before and after the reset.

## Entropy balance

Let primes mark final states. A unitary evolution preserves the eigenvalues of the joint density matrix, so the joint entropy is conserved:

$$S(\rho'_{MB})=S_i+S(\gamma),$$

where $S_i$ is the initial memory entropy. Let $S_f=S(\rho'_M)$. The final mutual information is

$$I=S_f+S(\rho'_B)-S(\rho'_{MB}).$$

Eliminating the joint entropy gives

$$S(\rho'_B)-S(\gamma)=S_i-S_f+I. \tag{1}$$

To turn bath entropy into heat, define the relative entropy

$$D=\mathrm{Tr}\,\rho'_B(\ln\rho'_B-\ln\gamma).$$

Since $\ln\gamma=-\beta H_B-\ln Z$,

$$D=-S(\rho'_B)+\beta\langle H_B\rangle'+\ln Z .$$

For the initial bath, $S(\gamma)=\beta\langle H_B\rangle_0+\ln Z$. Subtracting to remove $\ln Z$ gives $D=\beta Q-[S(\rho'_B)-S(\gamma)]$. With (1),

$$\boxed{\beta Q=S_i-S_f+I+D.} \tag{2}$$

This equality holds for a bath of any finite size.

Both extra terms are non-negative. Let $\rho$ have eigenvalues $r_i$ and $\sigma$ eigenvalues $g_j$, and let $P_{ij}$ be the squared overlaps of their eigenvectors. Summing over $r_i>0$ and using $\ln y\le y-1$,

$$\mathrm{Tr}\,\rho(\ln\rho-\ln\sigma)
=-\sum_{ij}r_iP_{ij}\ln\frac{g_j}{r_i}
\ge\sum_{ij}P_{ij}(r_i-g_j)\ge0 .$$

The last step uses $\sum_jP_{ij}=1$, $\sum_i r_i=1$ and $\sum_{ij}P_{ij}g_j\le1$. Setting $\rho=\rho'_B$, $\sigma=\gamma$ gives $D\ge0$. Setting $\rho=\rho'_{MB}$, $\sigma=\rho'_M\otimes\rho'_B$ gives $I\ge0$, because that relative entropy equals $S_f+S(\rho'_B)-S(\rho'_{MB})$. Hence $\beta Q\ge S_i-S_f$.

As a numerical test, 60 random unitaries were applied to a two-state memory and a four-level bath. They satisfied (2) with a largest error of $1.3\times10^{-15}$ in units of $kT$.

## From memory entropy to the bit bound

Let $\lambda_{in}$ be the eigenvalues of the density matrix inside state $i$. Disjoint support makes the eigenvalues of the whole memory $p_i\lambda_{in}$. With $\sum_n\lambda_{in}=1$,

$$S_i=-\sum_{in}p_i\lambda_{in}(\ln p_i+\ln\lambda_{in})
=h(p_1)+p_0s_0+p_1s_1,$$

$$h(p)=-p\ln p-(1-p)\ln(1-p).$$

After reset the probabilities are $1-\varepsilon$ and $\varepsilon$, so

$$S_f=h(\varepsilon)+(1-\varepsilon)s_0+\varepsilon s_1.$$

The coefficient of $s_0$ in $S_i-S_f$ is $p_0-1+\varepsilon=-(p_1-\varepsilon)$. Therefore

$$\beta Q\ge h(p_1)-h(\varepsilon)+(p_1-\varepsilon)(s_1-s_0). \tag{3}$$

For equal internal entropies,

$$\boxed{Q\ge kT[h(p_1)-h(\varepsilon)].} \tag{4}$$

An unbiased bit and perfect reset have $h(1/2)=\ln2$ and $h(0)=0$, so $Q\ge kT\ln2$. If $h(p_1)<h(\varepsilon)$, the operation makes the bit more random. The right side is then negative, and the bound permits heat absorption.

## What unequal probabilities change

For perfect reset the bound is $kT\,h(p_1)$. Its reduction below the unbiased value is

$$kT[\ln2-h(p_1)]
=kT\sum_i p_i\ln\frac{p_i}{1/2}\ge0, \tag{5}$$

which is $kT$ times the relative entropy to the uniform distribution. Since $h'(p)=\ln[(1-p)/p]$ is positive below $p=1/2$ and negative above it, the bound falls steadily on either side of the unbiased point.

For small bias put $p_1=1/2+\delta$ and $u=2\delta$. Then

$$\ln2-h=\tfrac12[(1+u)\ln(1+u)+(1-u)\ln(1-u)]
=\frac{u^2}{2}+\frac{u^4}{12}+\cdots,$$

$$\ln2-h=2\delta^2+\tfrac43\delta^4+\cdots .$$

This is the second-order behaviour required by symmetry. For rare ones, expanding $-(1-p_1)\ln(1-p_1)=p_1-p_1^2/2+\cdots$ gives

$$h(p_1)=p_1(1-\ln p_1)+O(p_1^2).$$

The bound vanishes as $p_1\to0$, but more slowly than $p_1$.

At $T=358.15$ K (85 °C), $kT=0.030863$ eV, and perfect reset gives:

| $p_1$ | $h(p_1)$ | bound (eV) |
|---|---:|---:|
| 0.5 | 0.6931 | 0.02139 |
| 0.4 | 0.6730 | 0.02077 |
| 0.25 | 0.5623 | 0.01736 |
| 0.1 | 0.3251 | 0.01003 |
| 0.01 | 0.0560 | 0.00173 |

The unbiased bound is $3.43\times10^{-21}$ J; for $p_1=0.1$ it is $1.61\times10^{-21}$ J. That bias lowers the bound by 0.01136 eV, about half.

## A sequence that approaches the bound

Take $0<\varepsilon<p_1\le1/2$; for $1/2<p_1<1-\varepsilon$, exchange the states first. Choose a uniform decreasing grid from $p^{(0)}=p_1$ to $p^{(N)}=\varepsilon$. Prepare bath qubits with gaps

$$E_k=kT\,x_k,\qquad x_k=\ln\frac{1-p^{(k)}}{p^{(k)}} .$$

Their thermal excited probability is $1/(1+e^{x_k})=p^{(k)}$. Swap the memory with each qubit in turn. At swap $k$ the bath qubit's excited probability rises from $p^{(k)}$ to $p^{(k-1)}$, so

$$\beta Q_N=\sum_{k=1}^N x_k\,[p^{(k-1)}-p^{(k)}]. \tag{6}$$

Because $x(p)=h'(p)$, the limiting integral is

$$\int_\varepsilon^{p_1}x(p)\,dp=h(p_1)-h(\varepsilon).$$

As $x$ decreases with $p$, each term in (6) uses the largest value on its interval. Replacing it by the smallest value changes the sum by

$$\sum_k(x_k-x_{k-1})\frac{p_1-\varepsilon}{N}
=\frac{(x_N-x_0)(p_1-\varepsilon)}{N}.$$

The excess lies between zero and this amount, so the bound is approached as $N\to\infty$ at fixed $\varepsilon$. At fixed $N$ the limit $\varepsilon\to0$ fails, because the last gap $x_N\simeq\ln(1/\varepsilon)$, and with it the heat, grows without limit. The perfect-reset bound is approached when $\varepsilon\to0$ and $N\to\infty$ with $\ln(1/\varepsilon)/N\to0$, for example by taking $\varepsilon\to0$ after $N\to\infty$.

For $p_1=1/2$ and $\varepsilon=10^{-4}$ the bound is 0.02136 eV. The swap heats are 0.03184, 0.02225 and 0.02144 eV for $N=10$, 100 and 1000.

## The protocol must match the bias

Suppose the sequence is designed for probability $q_1$, with $q_0=1-q_1$, but receives bits with probability $p_1$. Place one more bath qubit, with excited probability $q_1$ and gap $kT\ln(q_0/q_1)$, before the others. It exchanges nothing on average for the intended input, but here adds $(p_1-q_1)\ln(q_0/q_1)$ to $\beta Q$. The remaining swaps see $q_1$, as designed. In the slow limit

$$\beta Q=h(q_1)-h(\varepsilon)+(p_1-q_1)\ln\frac{q_0}{q_1}.$$

The coefficient of $\ln q_0$ is $-q_0+p_1-q_1=-p_0$. That of $\ln q_1$ is $-q_1-p_1+q_1=-p_1$. Thus

$$\boxed{\beta Q=-p_0\ln q_0-p_1\ln q_1-h(\varepsilon).} \tag{7}$$

Subtracting (4) leaves the mismatch cost

$$\beta(Q-Q_{\min})=p_0\ln\frac{p_0}{q_0}+p_1\ln\frac{p_1}{q_1}\ge0.$$

For fixed $q_1$, (7) is a straight line in $p_1$ with slope $\ln(q_0/q_1)=h'(q_1)$. It is tangent to the bound at $p_1=q_1$. The line for $q_1=1/2$ is flat: this protocol releases $kT[\ln2-h(\varepsilon)]$ whatever the input bias.

With $\varepsilon=10^{-4}$ held fixed, the matched protocol for $p_1=0.1$ releases 0.01000 eV in the slow limit. The unbiased protocol releases 0.02136 eV on the same bits. Conversely, a protocol designed for $q_1=0.1$ releases 0.03713 eV on unbiased bits, more than the protocol designed for them. By (7), the protocol designed for $q_1=0.1$ releases less heat than the unbiased one only when $p_1<0.268$.

Equation (7) also gives mean heats for each starting state. For $q_1=0.1$, a start in 0 releases 0.00322 eV and a start in 1 releases 0.07103 eV. Their weighted mean is

$$0.9(0.00322)+0.1(0.07103)=0.01000\ \text{eV}.$$

The common starts cost less than the ensemble bound and the rare starts cost more. There is no violation, because (4) constrains the mean over the stated input distribution.

## Implementation with two tilted sites

Let $E$ be the energy of site 1 above site 0. Apart from a common energy shift, the memory energy is $U=Ep_1$, and

$$dU=p_1\,dE+E\,dp_1.$$

The first term is work done by changing the levels. The second is heat entering the memory, so the bath receives $dQ=-E\,dp_1$. The matched protocol is:

1. With a high barrier, tilt the sites to $E=kT\ln(p_0/p_1)$. The probabilities do not have time to change, but are now in equilibrium.
2. Lower the barrier and slowly increase the tilt to $kT\ln[(1-\varepsilon)/\varepsilon]$.
3. Raise the barrier, then remove the tilt.

In step 2, $E=kT\ln[(1-p)/p]$ at equilibrium, so the heat is $kT\int_\varepsilon^{p_1}x\,dp=kT[h(p_1)-h(\varepsilon)]$. Steps 1 and 3 transfer no heat in this model. The tilt is zero at both ends, so $\Delta U=0$ and the net work equals the heat. Barrier control is taken as ideal: it changes rates without changing site energies or dissipating energy.

## Finite ramp time

Assume hopping rates $k_0e^{x/2}$ for $1\to0$ and $k_0e^{-x/2}$ for $0\to1$, where $x=\beta E$. Their ratio obeys detailed balance. The equilibrium probability and relaxation rate are

$$\pi=\frac1{1+e^x},\qquad K=2k_0\cosh(x/2),$$

and $\dot p=-K(p-\pi)$. For a slow ramp, $p=\pi+\eta$ with $\eta\simeq-\dot\pi/K$. Since $\dot\pi=-\pi(1-\pi)\dot x$,

$$\eta\simeq\frac{\pi(1-\pi)\dot x}{K}.$$

The excess over the entropy decrease is $\beta Q_{\rm ex}=\int[h'(p)-x]\,dp$. Because $x=h'(\pi)$ and $h''(\pi)=-1/[\pi(1-\pi)]$, the bracket is $-\eta/[\pi(1-\pi)]$ to leading order. Multiplying by $dp\simeq-\pi(1-\pi)\dot x\,dt$ gives $\eta\dot x\,dt$. With $\pi(1-\pi)=1/[4\cosh^2(x/2)]$ and a linear ramp $\dot x=\Delta x/\tau$,

$$\beta Q_{\rm ex}\simeq\frac{\Delta x}{k_0\tau}
\int_{x_i}^{x_f}\frac{dx}{8\cosh^3(x/2)}. \tag{8}$$

Direct integration of the hopping equation at $k_0\tau=2000$ agreed with (8) within 2% of the excess, for $p_1=0.5$ and 0.1 with $\varepsilon=10^{-4}$.

At $k_0\tau=100$ the integrated excess is $5.5\times10^{-4}$ eV for $p_1=0.5$ and $4.4\times10^{-5}$ eV for $p_1=0.1$. In (8), the biased ramp covers a shorter range and omits the small tilts, where the integrand is largest.

## A hafnium-oxide resistive cell

Consider one oxygen vacancy of charge $2e$ moving between two equivalent sites 0.5 nm apart. The attempt frequency is $10^{13}$ Hz and the storage barrier 1.5 eV, both assumed inputs, like the site distance; the real barrier depends strongly on the charge state of the vacancy and on the oxide phase. For $\varepsilon=10^{-4}$ the final tilt is 0.2843 eV, which requires

$$F=\frac{0.2843\ \text{eV}}{2e(0.5\ \text{nm})}=2.84\ \text{MV/cm}.$$

This is below a rough breakdown field of 5 MV/cm, but only for sites more than 0.284 nm apart. A single nearest-neighbour oxygen hop of about 0.25 nm would need about 5.7 MV/cm, above that value. The estimate takes the hop along the field and sets the field at the vacancy equal to the applied field. Across a 5 nm oxide, 2.84 MV/cm needs 1.42 V, more than the 1 V of the current-carrying pulse considered below. The model neglects leakage at this field.

With $k_0=\nu e^{-\beta B}$, where $\nu$ is the attempt frequency and $B$ the barrier, a ramp of $100/k_0$ takes $1.3\times10^{10}$ s at the storage barrier. At an assumed reset barrier of 0.5 eV it takes $1.1\times10^{-4}$ s. Storage has the opposite requirement: at 1.5 eV the flip probability is already $6.7\times10^{-4}$ after one day, and keeping it to $10^{-4}$ over ten years needs 1.81 eV. Approaching the bound in a practical time therefore requires barrier control in this model. The final tilt alone lowers the forward barrier by only 0.14 eV.

Two microscopic corrections act in different ways. Tunnelling changes the hopping rates but not the bound. If the barrier-top frequency equals the attempt frequency, the estimated crossover to ionic tunnelling is $\hbar(2\pi\nu)/(2\pi k)=h\nu/(2\pi k)=76$ K, so thermal hopping is the appropriate starting point at 358 K. Unequal vibrations change the bound itself. If three modes have the attempt frequency in state 0 and are 10% softer in state 1, with a static energy offset keeping the mean energies equal, quantum oscillator entropies give $s_1-s_0=0.277$. By (3), this raises the bound by 0.0043 eV for $p_1=0.5$, about 20%, and by 0.00085 eV for $p_1=0.1$. Stiffer modes in state 1 would lower it.

A real resistive cell is far from this limit. Its filament generally contains many vacancies, current flows during switching, and the local temperature rises, so the single-vacancy, isothermal and slow-control assumptions fail. A rough pulse of 1 V, 50 μA and 10 ns supplies $3.1\times10^6$ eV, or $1.5\times10^8$ times the unbiased bound. Even without current, a $10\times10\times5$ nm capacitor with relative permittivity 20 stores 22 eV at the final field, about a thousand times the bound. That energy is recoverable in principle, but losing it would hide the reduction of the bound by bias. This reduction is negligible in the total energy until these larger losses have been removed. Bias can still save energy in another way: a controller can read each cell and pulse only those in state 1. Compared with pulsing every cell, this saves energy if one reading costs less than $p_0$ times the energy of a pulse on a cell already in state 0.

## Conditions under which the bound changes

If memory and bath start with mutual information $I_0$, while the bath alone is still in its Gibbs state, the initial joint entropy is $S_i+S(\gamma)-I_0$. Equation (2) becomes

$$\beta Q=S_i-S_f+I-I_0+D,$$

and the heat can fall below (4). A bath outside its Gibbs state also invalidates the derivation.

A separate copy of the bit is another resource. A controlled NOT maps memory–copy states $00\to00$ and $11\to01$, resetting the memory without heat. The copy still holds the random bit, so the reset of the pair is incomplete. Applying (4) requires that no such record takes part in the operation.

The values used here are collected in the numerical output below.

## Computed values

```
Temperature: 358.15 K
Thermal energy kT: 0.030863 eV
Ideal bound, unbiased: 0.021393 eV
Ideal bound, unbiased, converted: 3.4275e-21 J
Ideal unbiased bound at 300 K: 0.017919 eV
Entropy h for p1=0.4: 0.67301 nat
Ideal bound for p1=0.4: 0.020771 eV
Entropy h for p1=0.25: 0.56234 nat
Ideal bound for p1=0.25: 0.017355 eV
Entropy h for p1=0.1: 0.32508 nat
Ideal bound for p1=0.1: 0.010033 eV
Entropy h for p1=0.01: 0.056002 nat
Ideal bound for p1=0.01: 0.0017284 eV
Reduction for p1=0.1: 0.01136 eV
Ideal bound for p1=0.1, converted: 1.6075e-21 J
Residual reset error eps: 0.0001
Bound with eps, p1=0.5: 0.021361 eV
Bound with eps, p1=0.1: 0.010002 eV
Unbiased protocol used on p1=0.1: 0.021361 eV
Protocol for 0.1 used on p1=0.5: 0.037127 eV
Protocol for 0.1, start in 0: 0.0032202 eV
Protocol for 0.1, start in 1: 0.071033 eV
Swap heat, p1=0.5, N=10: 0.031843 eV
Swap heat, p1=0.5, N=100: 0.022245 eV
Swap heat, p1=0.5, N=1000: 0.021437 eV
Largest identity error, random unitaries: 1.3e-15 kT
Vacancy charge: 2 e
Site distance: 0.5 nm
Attempt frequency: 1e+13 Hz
Initial tilt for p1=0.1: 0.067813 eV
Final tilt: 0.28426 eV
Final field: 2.8426 MV/cm
Rough breakdown field: 5 MV/cm
Storage barrier: 1.5 eV
Reset barrier: 0.5 eV
Flip probability in one day, storage barrier: 0.000674
Barrier for flip probability eps in 10 years: 1.812 eV
Ramp time 100/k0, storage barrier: 1.28e+10 s
Ramp time 100/k0, reset barrier: 0.000109 s
Excess at 100/k0, p1=0.5: 0.000554 eV
Excess at 100/k0, p1=0.1: 4.39e-05 eV
Tunnelling crossover temperature: 76.4 K
Entropy gap, three modes 10% softer in 1: 0.277 nat
Its added heat, p1=0.5: 0.00427 eV
Its added heat, p1=0.1: 0.000853 eV
Cell: 10 x 10 x 5 nm, relative permittivity 20
Cell voltage at final field: 1.42 V
Capacitor energy at final field: 22.3 eV
Rough pulse: 1 V, 50 uA, 10 ns
Rough pulse energy: 3.12e+06 eV
Pulse energy / ideal unbiased bound: 1.46e+08
```
